# Augmentation-charge smoothness, Fourier decay and density-cutoff errors in ultrasoft pseudopotentials

## Definitions and conventions

Hartree atomic units are used. In an ultrasoft pseudopotential the density is a soft part, built from the pseudo-orbitals, plus augmentation functions $Q(r)Y_{LM}(\hat{\mathbf r})$ that vanish beyond an outer radius $r_c$. To make $Q$ representable on a plane-wave grid, it is replaced inside a smaller radius $r_{in}$ by

$$Q(r)=r^L\sum_{k=0}^{n}c_k r^{2k},\qquad r<r_{in}.$$

The $n+1$ coefficients are fixed by $n+1$ conditions. Derivatives $0,\dots,n-1$ are continuous at $r_{in}$, and the moment $\int_0^{r_{in}}r^{L+2}Q\,dr$ is preserved, so that the electrostatic field outside is unchanged. No freedom remains to match the $n$-th derivative, which generically jumps by

$$J=Q^{(n)}(r_{in}^+)-Q^{(n)}(r_{in}^-).$$

With the transform $\int e^{-i\mathbf G\cdot\mathbf r}(\dots)\,d^3r$, the function $QY_{LM}$ becomes $(-i)^LQ_L(G)Y_{LM}(\hat{\mathbf G})$, where

$$Q_L(G)=4\pi\int_0^\infty r^2j_L(Gr)Q(r)\,dr .$$

The density is truncated at $|\mathbf G|=G_c$, and the density cutoff is $E_c=G_c^2/2$. I take $G_c$ to be at least twice the orbital cutoff wavevector. Products of two orbitals then lie below $G_c$, and truncation removes augmentation charge alone.

## Back-of-envelope estimate

At large $Gr$, $r^2j_L(Gr)$ is $r/G$ times a sine. Each integration by parts gives another $1/G$, until the jump is met after $n+1$ of them. Hence

$$|Q_L(G)|\sim \frac{4\pi r_{in}|J|}{G^{n+2}} .$$

The energy error is quadratic in the missing tail, with some kernel $K(G)$:

$$|\Delta E|\sim\int_{G_c}^{\infty}G^2K(G)\,G^{-2(n+2)}dG .$$

The Hartree kernel falls as $G^{-2}$, a local-density (LDA) kernel is constant, and a gradient-corrected (GGA) kernel grows as $G^2$. The errors therefore scale as $G_c^{-(2n+3)}$, $G_c^{-(2n+1)}$ and $G_c^{-(2n-1)}$, or

$$E_c^{-(n+3/2)},\qquad E_c^{-(n+1/2)},\qquad E_c^{-(n-1/2)} .$$

There is thus no single energy exponent: the slowest term present governs the limit. This estimate leaves open the prefactors, the signs, why exchange-correlation has no larger linear term, and whether $r_{in}$ controls the decay.

## Controlled derivation of the decay

Write $Q=r^Lg$, $D=(1/r)\,d/dr$ and $a=r_{in}$. The Bessel identity

$$\frac{d}{dr}\left[r^{L+2}j_{L+1}(Gr)\right]=G\,r^{L+2}j_L(Gr)$$

allows integration by parts on each side of $a$. Since $g'=rDg$,

$$\int_0^\infty r^{L+2}j_Lg\,dr=-\frac{a^{L+2}j_{L+1}(Ga)}{G}[g]_a-\frac1G\int_0^\infty r^{L+3}j_{L+1}Dg\,dr .$$

Here $[g]_a$ is the value outside minus the value inside. The term at the origin vanishes because $g$ is finite there. The last integral has the original form with $L\to L+1$ and $g\to Dg$. Moreover, $Dg$ is again an even polynomial near the origin, so the step can be repeated without a contribution from $r=0$.

For $k<n$, $D^kg$ is continuous at $a$. After $n$ steps the accumulated factor is $(-1/G)^n$, and the next boundary term contains $[D^ng]_a$. Only the highest derivative in $D^ng$ jumps, so

$$[D^ng]_a=a^{-n}[g^{(n)}]_a=a^{-n-L}J .$$

Multiplying by $-a^{L+n+2}j_{L+n+1}(Ga)/G$ and by $4\pi$ gives

$$Q_L(G)\simeq4\pi(-1)^{n+1}a^2J\,\frac{j_{L+n+1}(Ga)}{G^{n+1}} .$$

The remaining integral yields a further factor $1/G$ when it is integrated by parts once more. For $Ga$ large compared with $\ell(\ell+1)/2$, where $\ell=L+n+1$ is the Bessel order, $j_\ell(x)\simeq\sin(x-\ell\pi/2)/x$. Absorbing $(-1)^{n+1}$ as a phase $(n+1)\pi$,

$$Q_L(G)\simeq\frac{4\pi r_{in}J}{G^{n+2}}\sin\left[Gr_{in}+(n+1-L)\frac{\pi}{2}\right].$$

A uniform sphere of density $Q_0$ fixes the sign. It has $n=L=0$ and $J=-Q_0$, so the formula gives $-4\pi aQ_0\cos(Ga)/G^2$. The full transform is $4\pi Q_0[\sin(Ga)-Ga\cos(Ga)]/G^3$, whose leading term is the same.

## The second radius

The same argument applies at $r_c$. If the first discontinuous derivative there has order $m$ and jump $J_c$, it adds a term of envelope $4\pi r_c|J_c|/G^{m+2}$. For $m<n$ this term wins at large $G$. Equating the envelopes gives the crossover

$$G_\times=\left(\frac{r_{in}|J|}{r_c|J_c|}\right)^{1/(n-m)} .$$

For $m=n$ both radii contribute with the same power. The kink at $r_{in}$ alone sets the asymptotic envelope only if $Q$ is smoother at $r_c$, $m>n$, which is assumed below. Making the inner polynomial smoother cannot cure a poorly matched outer radius.

## From the tail to the energy

Consider one site with a spherical density $\rho(r)$, and let $J$ now be the jump in $\rho^{(n)}$, with all occupation and angular factors included. Its transform follows the $L=0$ law. Replacing $\sin^2$ by its average $1/2$,

$$\rho(G)^2\to\frac{8\pi^2r_{in}^2J^2}{G^{2n+4}} .$$

The local ionic potential is taken to be smooth, so its product with the tail is negligible. This is an assumption. The term is linear in the tail, and a local potential whose $p$-th derivative jumps at $r_{in}$ adds an error of order $G_c^{-(n+p+1)}$. For $-11/r$ matched at 1 bohr with $p=3$, in the $n=3$ model below, it is about $6\times10^{-5}$ hartree at $E_c=100$ hartree, larger than the Hartree and exchange errors tabulated there. The orbitals are held fixed. Because they make the energy stationary, their relaxation contributes at second order in the small change of the functional.

**Hartree.** The energy is diagonal in $\mathbf G$:

$$E_H=\frac12\int\frac{d^3G}{(2\pi)^3}\frac{4\pi}{G^2}\rho(G)^2=\frac1\pi\int_0^\infty\rho(G)^2dG .$$

Truncation removes the upper part of a positive integral:

$$\Delta E_H=-\frac1\pi\int_{G_c}^\infty\rho(G)^2dG\simeq-\frac{8\pi r_{in}^2J^2}{(2n+3)G_c^{2n+3}} .$$

For a single function $QY_{LM}$ the angular integral of $Y_{LM}^2$ is $1$ instead of $4\pi$. The same power then has prefactor $-2r_{in}^2J^2/(2n+3)$.

**LDA.** Let $e(\rho)$ be the exchange-correlation energy density, $v=de/d\rho$, $f=d^2e/d\rho^2$, and let $\tau$ be the removed density. Then

$$\Delta E_{LDA}=-\int v\tau\,d^3r+\frac12\int f\tau^2d^3r+\dots$$

The first term looks linear in the tail. However, $\tau$ has components only above $G_c$, so it samples only that part of $v$. For $n\ge1$, the $n$-th derivative of $v$ equals $f\rho^{(n)}$ plus continuous terms. Thus $v$ inherits the kink with jump $fJ$, and $v(G)\simeq f(r_{in})\rho(G)$ at large $G$. Define

$$T=\int\tau^2d^3r=\frac1{2\pi^2}\int_{G_c}^\infty G^2\rho(G)^2dG\simeq\frac{4r_{in}^2J^2}{(2n+1)G_c^{2n+1}} .$$

The first term is $-fT$. Asymptotically $\tau$ concentrates around $r_{in}$, so the second is $+fT/2$. The concentration is slow: a sharp cutoff leaves ringing that decays as $1/|r-r_{in}|$, so the share of $T$ beyond a fixed distance falls only as $1/G_c$, and a kernel that varies with $r$ gives a relative correction of that order. Their sum is

$$\Delta E_{LDA}\simeq-\frac{2f(r_{in})r_{in}^2J^2}{(2n+1)G_c^{2n+1}} .$$

For exchange $f<0$, so this error is positive, opposite to the Hartree error.

**GGA.** Now $e$ also depends on $p=\rho'$. Let $n\ge2$, so that $p$ is continuous, and let $h=\partial^2e/\partial p^2$. The potential is

$$v=\frac{\partial e}{\partial\rho}-\frac1{r^2}\frac{d}{dr}\left(r^2\frac{\partial e}{\partial p}\right).$$

The derivative of order $n-1$ of $\partial e/\partial p$ jumps by $hJ$, so the derivative of order $n-2$ of $v$ jumps by $-hJ$. The decay law with $n-2$ in place of $n$ has two more powers of $G$ and a phase smaller by $\pi$. That phase cancels the minus sign, leaving $v(G)\simeq h(r_{in})G^2\rho(G)$. The linear term is therefore $-h\int|\nabla\tau|^2d^3r$, and the quadratic term is half as large with the opposite sign. Terms with fewer gradients are smaller by powers of $1/G_c$. Hence

$$\Delta E_{GGA}\simeq-\frac h2\,\frac1{2\pi^2}\int_{G_c}^\infty G^4\rho(G)^2dG=-\frac{2h(r_{in})r_{in}^2J^2}{(2n-1)G_c^{2n-1}} .$$

These exchange-correlation laws require a nonzero kernel at $r_{in}$ and a real-space integral converged separately. Aliasing on a finite grid is an additional error.

## Comparison with a model shell

Take ten electrons in a closed model $d$ shell with normalized radial wave $u\propto r^3e^{-4r}$, $r_{in}=1$ bohr and $r_c=2$ bohr. Inside $r_c$ the soft wave $\tilde u$ is $r^3$ times a five-term polynomial in $r^2$. It matches $u$ and four derivatives at $r_c$, so $m=5$. Before pseudization, the augmentation density is $10(u^2-\tilde u^2)/(4\pi r^2)$, and it holds 8.24 electrons. A uniform soft density of 0.5 bohr⁻³ is added. These are model parameters, not a material.

Solving the matching conditions for $L=0$ gives $J=4.08$, $-82.8$ and $941$ bohr$^{-(n+3)}$ for $n=2,3,4$. Gauss–Legendre quadrature of the transform, with root-mean-square values compared between $G\approx200$–$250$ and $400$–$500$ bohr⁻¹, gives decay exponents 4.02, 4.98 and 6.03. The predictions are 4, 5 and 6. In the upper window the amplitudes agree with the law within 1%.

A higher order does not guarantee a smaller tail, because $J$ grows. The envelopes for $n=2$ and $n=3$ cross at $G=82.8/4.08\approx20$ bohr⁻¹, and those for $n=3$ and $n=4$ at $941/82.8\approx11$ bohr⁻¹. At wavevectors this low the transforms still depart from their envelopes by tens of percent, so these crossings are only rough guides.

The outer radius can be tested by matching $\tilde u$ in value and slope only. Then $m=2$ and $J_c=-0.150$ bohr⁻⁵. With $n=4$ at $r_{in}$, where this $Q$ has $J=924$ bohr⁻⁷, the crossover is at 55.5 bohr⁻¹, and the exponent measured in the same high windows is 4.00, not 6. In the upper window the amplitude is about 61 times what the inner kink would give.

For the Hartree error at $n=3$ and $G_c=20$ bohr⁻¹, the law gives

$$|\Delta E_H|\simeq\frac{8\pi(82.8)^2}{9\times20^9}=3.7\times10^{-8}\ \text{hartree}.$$

Subtracting the part below $G_c$ from the real-space field energy gives $4.4\times10^{-8}$ hartree. The asymptotic estimate is 15% below that value.

For exchange, the density was expanded in spherical modes $j_0(G_kr)$ with zero slope at a cell radius of 4 bohr, then truncated and integrated in real space. Correlation was omitted. PBE correlation changes $h(r_{in})$ by only 5% but nearly cancels $h$ in the uniform background; with it the three $n=3$ PBE errors tabulated below become about $-250$, $-25$ and $+6$, so the exchange columns are not the full GGA error. At the density (1.148 bohr⁻³) and slope ($-3.17$ bohr⁻⁴) found at $r_{in}$, $f=-0.299$ hartree bohr³ for LDA exchange and $h=-0.00519$ hartree bohr⁵ for PBE exchange. Averaging the ratio of error to law over 16 successive cutoffs gives 0.97 for LDA from 74 bohr⁻¹ and 0.92 for PBE from 150 bohr⁻¹, both at $n=3$. Comparison with windows starting at half those values gives $G_c$ exponents 6.96 and 4.88, against 7 and 5.

Those wavevectors are far above practical cutoffs: 150 bohr⁻¹ means $E_c=11\,250$ hartree. The next table gives errors at single, lower cutoffs, in $10^{-6}$ hartree. Each is the truncated energy minus the untruncated energy.

| $n$ | $E_c$ (hartree) | Hartree | LDA exch. | PBE exch. | PBE law |
|---|---:|---:|---:|---:|---:|
| 2 | 52.1 | −13.5 | −23.4 | −313 | 54 |
| 2 | 99.9 | −0.84 | 5.1 | 17 | 20 |
| 2 | 192.7 | −0.067 | 0.58 | 5.0 | 7.6 |
| 3 | 52.1 | −27.9 | −68.8 | −591 | 129 |
| 3 | 99.9 | −0.82 | 0.09 | −5.3 | 25 |
| 3 | 192.7 | −0.059 | 0.32 | 1.2 | 4.9 |
| 4 | 52.1 | −36.6 | −65.9 | −500 | 114 |
| 4 | 99.9 | −0.83 | −0.85 | −1.8 | 12 |
| 4 | 192.7 | −0.013 | 0.14 | 1.0 | 1.2 |

At $n=3$ and $E_c=99.9$ hartree, $G_c=\sqrt{199.8}=14.1$ bohr⁻¹, and the PBE law reads

$$\Delta E\simeq\frac{2(0.00519)(82.8)^2}{5(14.1)^5}\approx2.5\times10^{-5}\ \text{hartree}.$$

The direct result is $-5.3\times10^{-6}$ hartree, with the opposite sign. It lies on a steep flank of an oscillation in $G_c$, and a continuous cutoff in an unbounded background gives about $-7\times10^{-6}$ hartree, so only its sign and rough size are significant. Together with the Hartree term, the error is $-6.1\times10^{-6}$ hartree, or $-0.17$ meV. At 52.1 hartree every exchange error in the table is negative, whereas the asymptotic laws predict positive ones.

The oscillation of the tail integral at the fixed kernel $h(r_{in})$ is too small to explain this reversal. Keeping the oscillating part of $\sin^2=(1-\cos)/2$ in the GGA tail integral adds, after one integration by parts, a term of magnitude at most about $G_c^{-2n}/(2r_{in})$ to the mean term $G_c^{-(2n-1)}/(2n-1)$. The relative change is therefore at most about $(2n-1)/(2G_cr_{in})$, its actual value depending on the phase at $G_c$. This bound is 18% at $n=3$ and $G_c=14.1$ bohr⁻¹. It does not limit the direct error, which oscillates with $G_c$ far more strongly in this range: at $n=3$ it is positive again near $G_c=15$ bohr⁻¹, so the sign at a single cutoff is not a property of the whole range.

The derivation kept only the leading term in $1/G$ of each transform, evaluated the kernel at $r_{in}$ alone, and dropped the terms with fewer gradients. Splitting the PBE exchange error by orders in $\tau$ at $n=3$ and $G_c=14.1$ bohr⁻¹, the linear term is about 0.9 of its asymptotic value, the negative quadratic term is about twice its value, and higher orders are negligible; at 52.1 hartree the linear term has also changed sign. One source of the excess is the spread of $\tau$: near this cutoff about a third of $\int|\nabla\tau|^2d^3r$ lies more than 0.25 bohr from $r_{in}$, and $h$ runs from about $-0.002$ inside to $-0.021$ hartree bohr⁵ in the background. From 150 bohr⁻¹ the weighted kernel is still $1.07\,h(r_{in})$, and $2-1.07=0.93$ accounts for most of the ratio 0.92.

The convergence rate shows the same limitation. For $n=3$, the GGA law predicts a reduction by $2^{5/2}=5.7$ per doubling of $E_c$. From 52.1 to 192.7 hartree it therefore predicts a factor of 26, while the direct PBE error falls in magnitude by about 500. That ratio compares two single cutoffs, and the upper one lies near a minimum of the oscillation: near $G_c=18.5$ bohr⁻¹ the error is several times larger, although the fall still exceeds the prediction. The asymptotic power is the slow final regime; here it does not describe the faster initial convergence. That behaviour depends on the chosen background. With a soft density of 2 bohr⁻³ the three $n=3$ PBE exchange errors are about 38, 8 and 2, all positive and within about 30% of the law, while with 0.05 bohr⁻³ they are about $-2300$, $-800$ and $+26$, in $10^{-6}$ hartree. A practical cutoff therefore needs a direct convergence calculation, and a fitted slope over a short range should not be read as the order of the kink.
